# Relative hyperfine line strengths of the rubidium-87 D2 line, derived twice: a program that tests the result

```python
"""Relative hyperfine line strengths of an electric-dipole line.

Result under test:
    S(F->F') = (2F'+1)(2J+1) {J J' 1; F' F I}^2
is the fraction of the dipole strength from ground level F to the whole
excited level J' that goes to F'. Sum rules:
    sum_F' S = 1,   sum_F (2F+1) S = (2F'+1)(2J+1)/(2J'+1).
J, J': electronic angular momenta (ground, excited); I: nuclear spin;
F, F': total angular momenta. Case: 87Rb D2, J=1/2, J'=3/2, I=3/2.
The strengths are computed from explicit matrices for s and p orbitals,
electron spin and nuclear spin, without any 6j symbol.
"""
from fractions import Fraction
import numpy as np
from scipy.constants import h, k
from sympy import Rational, simplify
from sympy.physics.wigner import wigner_6j


def spin_matrices(j):
    m = j - np.arange(int(round(2 * j)) + 1)
    raising = np.diag(np.sqrt(j * (j + 1) - m[1:] * (m[1:] + 1)), 1)
    lowering = raising.T
    return [(raising + lowering) / 2, (raising - lowering) / 2j,
            np.diag(m).astype(complex)]


def embed(matrix, position, dims):
    out = np.eye(1)
    for n, dim in enumerate(dims):
        out = np.kron(out, matrix if n == position else np.eye(dim))
    return out


def add(u, v):
    return [a + b for a, b in zip(u, v)]


def dot(u, v):
    return sum(a @ b for a, b in zip(u, v))


def projector(operator, value):
    w, v = np.linalg.eigh(operator)
    chosen = v[:, abs(w - value) < 1e-7]
    return chosen @ chosen.conj().T


def level(vector, j):
    return projector(dot(vector, vector), j * (j + 1))


def trace(a):
    return np.trace(a).real


def frac(x):
    f = Fraction(float(x)).limit_denominator(200)
    assert abs(float(f) - x) < 1e-9
    return str(f)


def six_j_squared(J, Jp, F, Fp, I):
    args = [Rational(Fraction(x).numerator, Fraction(x).denominator)
            for x in (J, Jp, 1, Fp, F, I)]
    return simplify(wigner_6j(*args)**2)


def strength_6j(J, Jp, F, Fp, I):
    return float((2*Fp + 1) * (2*J + 1) * six_j_squared(J, Jp, F, Fp, I))


# Atom: orbitals (s, px, py, pz) x electron spin 1/2 x nuclear spin 3/2
I, J, Jp = 1.5, 0.5, 1.5
dims = (4, 2, 4)
L_small = [np.zeros((4, 4), complex) for _ in range(3)]
for a in range(3):
    b, c = (a + 1) % 3, (a + 2) % 3
    L_small[a][1 + b, 1 + c] = -1j
    L_small[a][1 + c, 1 + b] = 1j
dipole = []
for a in range(3):
    d = np.zeros((4, 4))
    d[0, 1 + a] = d[1 + a, 0] = 1
    dipole.append(embed(d, 0, dims))
L = [embed(x, 0, dims) for x in L_small]
S = [embed(x, 1, dims) for x in spin_matrices(0.5)]
N = [embed(x, 2, dims) for x in spin_matrices(I)]
J_vec = add(L, S)
F_vec = add(J_vec, N)
s_level = level(L, 0)
p_level = {j: level(L, 1) @ level(J_vec, j) for j in (0.5, 1.5)}
F_level = {f: level(F_vec, f) for f in range(4)}
ground = {f: s_level @ F_level[f] for f in (1, 2)}


def absorbed(lower, upper, polarization):
    D = sum(e * d for e, d in zip(polarization, dipole))
    return trace(lower @ D.conj().T @ upper @ D)


def summed(lower, upper):
    return sum(absorbed(lower, upper, e) for e in np.eye(3))


# Strengths from traces against the 6j formula, for D2 and also D1
strength = {}
for j_exc, F_exc in ((1.5, range(4)), (0.5, (1, 2))):
    for f in (1, 2):
        total = summed(ground[f], p_level[j_exc])
        for fp in F_exc:
            value = summed(ground[f], p_level[j_exc] @ F_level[fp]) / total
            if abs(f - fp) > 1:
                assert abs(value) < 1e-10
                continue
            assert abs(value - strength_6j(J, j_exc, f, fp, I)) < 1e-10
            if j_exc == Jp:
                strength[f, fp] = value
for fp, expected in ((3, 7/10), (2, 1/4), (1, 1/20)):
    assert abs(strength[2, fp] - expected) < 1e-10

# Equal strength for every M, and one third for any polarization
rng = np.random.default_rng(4)
for (f, fp) in strength:
    upper = p_level[Jp] @ F_level[fp]
    op = sum(ground[f] @ d @ upper @ d @ ground[f] for d in dipole)
    assert np.allclose(op, trace(op) / (2*f + 1) * ground[f], atol=1e-10)
    e = rng.normal(size=3) + 1j * rng.normal(size=3)
    e /= np.linalg.norm(e)
    share = absorbed(ground[f], upper, e) / summed(ground[f], upper)
    assert abs(share - 1/3) < 1e-10

# Sum rules on the matrix strengths
row_sum = {f: sum(v for (a, b), v in strength.items() if a == f)
           for f in (1, 2)}
column_sum = {fp: sum((2*a + 1) * v for (a, b), v in strength.items()
                      if b == fp) for fp in range(4)}
for f in row_sum:
    assert abs(row_sum[f] - 1) < 1e-10
for fp in column_sum:
    assert abs(column_sum[fp] - (2*fp + 1)*(2*J + 1)/(2*Jp + 1)) < 1e-10

# Sum rules of the 6j formula for other angular momenta
for j, jp, i in ((0.5, 1.5, 3.5), (1.5, 2.5, 2.5), (2, 1, 0.5)):
    Fs = np.arange(abs(j - i), j + i + 1)
    Fps = np.arange(abs(jp - i), jp + i + 1)
    table = np.array([[strength_6j(j, jp, f, fp, i)
                       if abs(f - fp) <= 1 and f + fp >= 1 else 0.0
                       for fp in Fps] for f in Fs])
    assert np.allclose(table.sum(axis=1), 1)
    assert np.allclose((2*Fs + 1) @ table, (2*Fps + 1)*(2*j + 1)/(2*jp + 1))

# Electronic strength per ground state and per excited state
per_ground = summed(s_level, p_level[Jp]) / trace(s_level)
per_excited = summed(p_level[Jp], s_level) / trace(p_level[Jp])
assert abs(per_ground*(2*J + 1) - per_excited*(2*Jp + 1)) < 1e-10

# Emission branching fractions B(F'->F)
branching = {}
for (f, fp) in strength:
    upper = p_level[Jp] @ F_level[fp]
    branching[fp, f] = summed(upper, ground[f]) / summed(upper, s_level)
    assert abs(per_ground*(2*f + 1)*strength[f, fp]
               - per_excited*(2*fp + 1)*branching[fp, f]) < 1e-10

# Recoupling picture: fictitious spin 1, excited J', nuclear I
dims3 = (3, 4, 4)
one = [embed(x, 0, dims3) for x in spin_matrices(1)]
exc = [embed(x, 1, dims3) for x in spin_matrices(Jp)]
nuc = [embed(x, 2, dims3) for x in spin_matrices(I)]
inner = add(one, exc)
outer = add(exc, nuc)
whole = add(inner, nuc)
for (f, fp), value in strength.items():
    state = level(inner, J) @ level(whole, f)
    overlap = trace(state @ level(outer, fp)) / (2*f + 1)
    assert abs(overlap - value) < 1e-10

# Moments that fix the F=2 strengths by hand
state = level(inner, J) @ level(whole, 2)
mean_JI = trace(state @ dot(inner, nuc)) / trace(state)
mean_JpI = trace(state @ dot(exc, nuc)) / trace(state)
mean_Fp2 = trace(state @ dot(outer, outer)) / trace(state)
P_J = level(inner, J)
g = trace(P_J @ dot(exc, inner)) / trace(P_J @ dot(inner, inner))
for a in range(3):
    assert np.allclose(P_J @ exc[a] @ P_J, g * P_J @ inner[a] @ P_J)
assert abs(g - (J*(J+1) + Jp*(Jp+1) - 2)/(2*J*(J+1))) < 1e-10
hand = np.linalg.solve([[5, 0, 0], [1, 1, 1], [12, 6, 2]],
                       [7*(2*J + 1)/(2*Jp + 1), 1, mean_Fp2])
assert np.allclose(hand, [strength[2, fp] for fp in (3, 2, 1)])

# Polarized cases: one sublevel, one polarization
def polarized(M, polarization):
    lower = ground[2] @ projector(F_vec[2], M)
    total = absorbed(lower, p_level[Jp], polarization)
    return [absorbed(lower, p_level[Jp] @ F_level[fp], polarization) / total
            for fp in (3, 2, 1)]


sigma_plus = polarized(2, np.array([1, 1j, 0]) / np.sqrt(2))
pi_light = polarized(0, np.array([0, 0, 1]))
assert np.allclose(sigma_plus, [1, 0, 0])
assert not np.allclose(pi_light, hand)

# Whole-line weights for equally populated ground sublevels
weight = {key: summed(ground[key[0]], p_level[Jp] @ F_level[key[1]])
          / summed(s_level, p_level[Jp]) for key in strength}
rough_splitting, temperature = 7e9, 300.0
ratio = h * rough_splitting / (k * temperature)
assert ratio < 0.01

print("87Rb D2: I, J, J' =", frac(I), frac(J), frac(Jp))
print("Line F->F': 6j squared, strength S, decimal S (no unit)")
for (f, fp), v in sorted(strength.items(), reverse=True):
    print(f"  {f}->{fp}: {six_j_squared(J, Jp, f, fp, I)}, "
          f"{frac(v)}, {v:.4f}")
for f in (2, 1):
    print(f"Sum over F' of S from F={f}: {frac(row_sum[f])}")
for fp in (3, 2, 1, 0):
    print(f"Sum over F of (2F+1)S to F'={fp}: {frac(column_sum[fp])}")
print("Electronic strength per ground state (model unit):", frac(per_ground))
print("Electronic strength per excited state (model unit):",
      frac(per_excited))
print("Projection factor g:", frac(g))
print("Mean J.I for F=2 (hbar^2):", frac(mean_JI))
print("Mean J'.I for F=2 (hbar^2):", frac(mean_JpI))
print("Mean F'(F'+1) for F=2:", frac(mean_Fp2))
print("Emission branching fractions F'->F")
for (fp, f), v in sorted(branching.items(), reverse=True):
    print(f"  {fp}->{f}: {frac(v)}")
print("Weights in the whole line, equal sublevel populations")
for (f, fp), v in sorted(weight.items(), reverse=True):
    print(f"  {f}->{fp}: {frac(v)} = {v:.5f}")
for fp in (3, 2, 1, 0):
    v = sum(w for (a, b), w in weight.items() if b == fp)
    assert abs(v - (2*fp + 1)/((2*Jp + 1)*(2*I + 1))) < 1e-10
    print(f"  total to F'={fp}: {frac(v)}")
print("F=2, M=2, sigma+ light, to F'=3,2,1:",
      ", ".join(frac(v) for v in sigma_plus))
print("F=2, M=0, pi light, to F'=3,2,1:",
      ", ".join(frac(v) for v in pi_light))
print(f"Rough ground splitting: {rough_splitting/1e9:.0f} GHz")
print(f"Temperature: {temperature:.0f} K")
print(f"Splitting divided by kT: {ratio:.4f}")
print("OK")
```

Running it gives:

```
87Rb D2: I, J, J' = 3/2 1/2 3/2
Line F->F': 6j squared, strength S, decimal S (no unit)
  2->3: 1/20, 7/10, 0.7000
  2->2: 1/40, 1/4, 0.2500
  2->1: 1/120, 1/20, 0.0500
  1->2: 1/24, 5/12, 0.4167
  1->1: 5/72, 5/12, 0.4167
  1->0: 1/12, 1/6, 0.1667
Sum over F' of S from F=2: 1
Sum over F' of S from F=1: 1
Sum over F of (2F+1)S to F'=3: 7/2
Sum over F of (2F+1)S to F'=2: 5/2
Sum over F of (2F+1)S to F'=1: 3/2
Sum over F of (2F+1)S to F'=0: 1/2
Electronic strength per ground state (model unit): 2
Electronic strength per excited state (model unit): 1
Projection factor g: 5/3
Mean J.I for F=2 (hbar^2): 3/4
Mean J'.I for F=2 (hbar^2): 5/4
Mean F'(F'+1) for F=2: 10
Emission branching fractions F'->F
  3->2: 1
  2->2: 1/2
  2->1: 1/2
  1->2: 1/6
  1->1: 5/6
  0->1: 1
Weights in the whole line, equal sublevel populations
  2->3: 7/16 = 0.43750
  2->2: 5/32 = 0.15625
  2->1: 1/32 = 0.03125
  1->2: 5/32 = 0.15625
  1->1: 5/32 = 0.15625
  1->0: 1/16 = 0.06250
  total to F'=3: 7/16
  total to F'=2: 5/16
  total to F'=1: 3/16
  total to F'=0: 1/16
F=2, M=2, sigma+ light, to F'=3,2,1: 1, 0, 0
F=2, M=0, pi light, to F'=3,2,1: 9/10, 0, 1/10
Rough ground splitting: 7 GHz
Temperature: 300 K
Splitting divided by kT: 0.0011
OK
```
